# Periodic-image weights and crystal symmetry in phonon interpolation, part 1

(Sections cited here and not found follow in the second part.)

Suppose a phonon calculation from electronic structure has delivered the dynamical matrix on a coarse grid of wavevectors, or equivalently the force constants of one finite supercell. A dispersion curve, a density of states or a heat capacity needs the frequencies between the grid points. These come from transforming the grid data to real space and summing back at the wanted wavevector. The real-space constants so obtained belong to whole families of periodic images, and the sum back needs a definite interatomic vector for each of them. Where several images are equally near, the choice decides whether the interpolated crystal still has the symmetry of the real one.

## A chain with four grid points

Take a chain of masses $m$ with spacing $a$, springs $k_1$ to first and $k_2$ to second neighbours. The force constants are $\Phi_{\pm1}=-k_1$, $\Phi_{\pm2}=-k_2$ and $\Phi_0=2k_1+2k_2$, the last fixed by $\sum_n\Phi_n=0$, since a rigid shift costs no force. Then

$$mD(q)=\sum_n\Phi_n e^{iqna}=2k_1(1-\cos qa)+2k_2(1-\cos 2qa).$$

Suppose only the points $q_ja=j\pi/2$, $j=0,\dots,3$, are known, with values $0$, $2k_1+4k_2$, $4k_1$, $2k_1+4k_2$. The inverse transform $\Phi^{sc}_n=\tfrac14\sum_j mD(q_j)e^{-iq_jna}$ has phases $(-i)^{jn}$:

$$\Phi^{sc}_0=\tfrac14(8k_1+8k_2)=2k_1+2k_2,\qquad \Phi^{sc}_1=\tfrac14\left[-i(2k_1+4k_2)-4k_1+i(2k_1+4k_2)\right]=-k_1,$$

$$\Phi^{sc}_2=\tfrac14\left[-(2k_1+4k_2)+4k_1-(2k_1+4k_2)\right]=-2k_2,\qquad \Phi^{sc}_3=(\Phi^{sc}_1)^*=-k_1 .$$

The grid cannot tell $n$ from $n+4$. The constant $\Phi^{sc}_3$ is the spring at $n=-1$, the shortest member of its family, and is placed there. The constant $\Phi^{sc}_2=\Phi_2+\Phi_{-2}$ has two shortest members. With weight $w$ at $+2$ and $1-w$ at $-2$ it contributes

$$-2k_2\left[we^{2iqa}+(1-w)e^{-2iqa}\right]=-2k_2\left[\cos2qa+i(2w-1)\sin 2qa\right].$$

On the grid $\sin2q_ja=0$, so every $w$ reproduces the input. Between grid points only $w=\tfrac12$ gives a real result, and it gives the exact one. Weight 1 on both images doubles the term, and $mD(0)=2k_1+2k_2-2k_1-4k_2=-2k_2$ is an imaginary frequency at the zone centre. In the chain, discarding the imaginary part repairs the single-image choice $w=1$.

The repair fails in two dimensions. Take a square lattice, a $2\times2$ grid and central springs $k$ along the diagonals, $\Phi(\mathbf d)=-k\,\hat{\mathbf d}\hat{\mathbf d}^T$. The vectors $(\pm a,\pm a)$ are one family, with tensors $-\tfrac k2\begin{pmatrix}1&\pm1\\ \pm1&1\end{pmatrix}$ that add up to $-2k\,\mathbb 1$. With $x=q_xa$, $y=q_ya$, weights $\tfrac14$ give the phase factor $\cos x\cos y$. The single image $(a,a)$, real part taken, gives $\cos(x+y)=\cos x\cos y-\sin x\sin y$. The extra term is odd under $y\to-y$, so the two diagonals of the zone become inequivalent. It multiplies the unit matrix, so it shifts both branches alike and splits nothing. The exact off-diagonal element $-\tfrac k2[2\cos(x+y)-2\cos(x-y)]=2k\sin x\sin y$ has cancelled in the family sum, and no weighting of that sum brings it back.

## The general method

Atom $\kappa$ of mass $m_\kappa$ sits at $\mathbf R+\boldsymbol\tau_\kappa$. A pair is labelled by its true separation $\mathbf d=\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa$, and

$$D_{\kappa\kappa'}(\mathbf q)=\frac{1}{\sqrt{m_\kappa m_{\kappa'}}}\sum_{\mathbf R}\Phi_{\kappa\kappa'}(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d},$$

with real $3\times3$ blocks obeying $\Phi_{\kappa'\kappa}(-\mathbf d)=\Phi_{\kappa\kappa'}(\mathbf d)^T$, because second derivatives commute. The constants are assumed to decay fast; in a polar crystal the dipole part must be subtracted first and added back afterwards. The grid is $\mathbf q=\sum_i(j_i/N)\mathbf b_i$ with $j_i=0,\dots,N-1$ and $\mathbf a_i\cdot\mathbf b_l=2\pi\delta_{il}$. Supercell translations are $\mathbf T=N\sum_i t_i\mathbf a_i$, and a class $c$ is a set $\{\mathbf d+\mathbf T\}$.

Inserting the definition of $D$ into the inverse transform gives

$$\Phi^{sc}_{\kappa\kappa'}(\mathbf d)\equiv\frac{\sqrt{m_\kappa m_{\kappa'}}}{N^3}\sum_{\mathbf q}D_{\kappa\kappa'}(\mathbf q)e^{-i\mathbf q\cdot\mathbf d}=\sum_{\mathbf d'}\Phi_{\kappa\kappa'}(\mathbf d')\,\frac1{N^3}\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf d'-\mathbf d)}=\sum_{\mathbf T}\Phi_{\kappa\kappa'}(\mathbf d+\mathbf T).$$

The last step holds because $\mathbf d'-\mathbf d=\sum_in_i\mathbf a_i$ is a lattice vector, and each geometric sum $\sum_{j}e^{2\pi i jn_i/N}$ equals $N$ when $N$ divides $n_i$ and zero otherwise. So $\Phi^{sc}$ depends only on the class. The interpolant is

$$\tilde D_{\kappa\kappa'}(\mathbf q)=\frac{1}{\sqrt{m_\kappa m_{\kappa'}}}\sum_c\Phi^{sc}_{\kappa\kappa'}(c)\sum_{\mathbf d\in c}w_{\kappa\kappa'}(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d}.$$

On the grid $e^{i\mathbf q\cdot\mathbf T}=1$, all members of a class have one phase, and the inner sum is that phase times $\sum_{\mathbf d\in c}w$. If this sum is 1, then $\tilde D=D$ on the grid, since the exact sum grouped by classes is the same expression. The point $\mathbf q=0$ is on the grid, so the acoustic sum rule of the input survives. These two properties do not single out any choice of images.

The Wigner-Seitz choice gives $w=1/M_c$ to the $M_c$ shortest vectors of the class and zero to the rest. These vectors lie in the closed Wigner-Seitz cell of the superlattice, with $M_c=1$ inside and $M_c>1$ on the boundary. The algorithm is:

1. Transform $D$ on the grid to $\Phi^{sc}_{\kappa\kappa'}(c)$ for the $N^3$ classes of every pair.
2. For each class compute $|\mathbf d+\mathbf T|$ over a block of translations, enlarged until the result stops changing.
3. Keep all vectors within a tolerance of the minimum, the tolerance lying above rounding error and below the smallest real difference of lengths, and set $w=1/M_c$.
4. Sum $\tilde D(\mathbf q)$ and diagonalize; the eigenvalues are $\omega^2$.

## Why these weights keep the symmetry

A space-group operation with rotation $S$ sends atoms of type $\kappa$ to type $\kappa_S$ and the separation $\mathbf d$ to $S\mathbf d$. Invariance of the energy gives $\Phi_{\kappa_S\kappa'_S}(S\mathbf d)=S\,\Phi_{\kappa\kappa'}(\mathbf d)S^T$. The superlattice is the lattice scaled by $N$, so $S$ permutes the $\mathbf T$ and maps classes to classes, and summing over $\mathbf T$ gives the same law for $\Phi^{sc}$. An unequal supercell $N_1\times N_2\times N_3$ may lose operations at this step, whatever the weights. Since $|S\mathbf d|=|\mathbf d|$, shortest vectors go to shortest vectors and $w_{\kappa_S\kappa'_S}(S\mathbf d)=w_{\kappa\kappa'}(\mathbf d)$. Writing the summation variable as $S\mathbf d$ and using $S\mathbf q\cdot S\mathbf d=\mathbf q\cdot\mathbf d$,

$$\tilde D_{\kappa_S\kappa'_S}(S\mathbf q)=\frac{1}{\sqrt{m_\kappa m_{\kappa'}}}\sum_{\mathbf d}w(\mathbf d)\,S\,\Phi^{sc}_{\kappa\kappa'}(\mathbf d)S^Te^{i\mathbf q\cdot\mathbf d}=S\,\tilde D_{\kappa\kappa'}(\mathbf q)S^T .$$

This is $\tilde D(S\mathbf q)=\Gamma\tilde D(\mathbf q)\Gamma^T$, where the orthogonal matrix $\Gamma$ permutes atoms and rotates displacements. Frequencies therefore agree over the star of $\mathbf q$. For the little group, $S\mathbf q=\mathbf q$, the matrices $\Gamma$ commute with $\tilde D(\mathbf q)$, each eigenspace is invariant under them, and an irreducible representation of dimension two forces a doublet, as it does for the exact $D$. At the zone boundary an operation may give $S\mathbf q=\mathbf q+\mathbf G$ with $\mathbf G$ a reciprocal lattice vector. Since $e^{i\mathbf G\cdot\mathbf d}=e^{i\mathbf G\cdot(\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}$, both $D$ and $\tilde D$ change from $\mathbf q$ to $\mathbf q+\mathbf G$ by the same diagonal unitary phases. So $\Gamma$ combined with these phases commutes with $\tilde D(\mathbf q)$, and the same degeneracies follow.

Hermiticity follows from $|-\mathbf d|=|\mathbf d|$, which gives $w_{\kappa'\kappa}(-\mathbf d)=w_{\kappa\kappa'}(\mathbf d)$. The $\kappa'\kappa$ block, summed over $-\mathbf d$, is then $\sum w\,(\Phi^{sc}_{\kappa\kappa'})^Te^{-i\mathbf q\cdot\mathbf d}$ over the mass factor, the adjoint of the $\kappa\kappa'$ block.

Symmetry is not accuracy. The interpolant replaces the tensor on each shortest image by the class sum $\Phi^{sc}(c)$ divided by $M_c$, and the tensor on every other image by zero. It is exact at all $\mathbf q$ if the true $\Phi$ vanishes on all other images and is equal on the tied ones. In a simple cubic lattice with $N=4$ the images $(\pm2,0,0)a$ carry equal central-spring tensors. The images $(\pm2,1,0)a$ have equal diagonals but $xy$ elements $\mp2k/5$, which cancel. The exact $xy$ sum over $(\pm2,\pm1,0)a$ is $-\tfrac{2k}5[2\cos(2x+y)-2\cos(2x-y)]=\tfrac{8k}5\sin2x\sin y$, and $(\pm1,\pm2,0)a$ adds the term with $x\leftrightarrow y$:

$$m(D-\tilde D)_{xy}=\tfrac{8k}{5}\left(\sin2x\sin y+\sin x\sin2y\right).$$

## One image per class

For one atom per cell, inversion gives $\Phi(-\mathbf d)=\Phi(\mathbf d)$, so the tensors are symmetric and $\Phi^{sc}(-c)=\Phi^{sc}(c)$. Keeping one shortest image $\mathbf d_c$ changes the matrix by

$$m\,\Delta D=\sum_c\Phi^{sc}(c)\Big[e^{i\mathbf q\cdot\mathbf d_c}-\frac1{M_c}\sum_{\text{shortest}}e^{i\mathbf q\cdot\mathbf d}\Big],$$

to which only boundary classes contribute. Twice the anti-Hermitian part of the single-image matrix is $m(D-D^\dagger)=2i\sum_c\Phi^{sc}(c)\sin\mathbf q\cdot\mathbf d_c$, which vanishes on the grid, vanishes at all $\mathbf q$ if the chosen set is symmetric under $\mathbf d\to-\mathbf d$ or the boundary tensors are zero, and is otherwise in general nonzero between grid points. From here on $(D+D^\dagger)/2$ is taken, which for real symmetric tensors replaces each exponential by a cosine.

The outcome depends on the tie-breaking rule. Let the lexicographic rule keep the image with the largest $x$, then $y$, then $z$. For a class $\{\mathbf d_1,\mathbf d_2\}$ with $\mathbf d_1$ the larger, the class $-c=\{-\mathbf d_1,-\mathbf d_2\}$ keeps $-\mathbf d_2$. The two contribute $\Phi^{sc}(\cos\mathbf q\cdot\mathbf d_1+\cos\mathbf q\cdot\mathbf d_2)$, which is also the weighted result. If $c=-c$, then $\mathbf d_2=-\mathbf d_1$ and the cosine is again the weighted result. With this rule only classes with $M>2$ leave an error.

Equal weights on the shortest images keep the crystal's symmetry, while keeping one image per class can leave an error between grid points, which under the lexicographic rule comes only from classes with $M>2$. It remains to work out what such choices do to the frequencies and degeneracies of simple cubic and fcc lattices, and to treat crystals with a basis.
